# Löwdin's Energy-Dependent Effective Hamiltonian: Exact Eigenvalues and Decreasing Branches

## 1. What symmetry and dimensions fix

Let $H$ be a Hermitian matrix of finite dimension in an orthonormal basis. Divide the basis into a small set $P$ of $d$ states, which we keep, and the remaining set $Q$, which we want to eliminate. An eigenvector of $H$ with energy $E$ then has a part $c$ in $P$ and a part $q$ in $Q$.

Choose the basis of $Q$ so that $H_{QQ}$ is diagonal, $H_{QQ}u_b=b\,u_b$. The row of the eigenvalue equation that belongs to $u_b$ contains one unknown amplitude $q_b=u_b^\dagger q$, the source $s_b=u_b^\dagger H_{QP}c$, and the energies $b$ and $E$. The equation is linear, so $q_b=f\,s_b$ with some factor $f$. Three requirements fix $f$ up to a constant:

- Both $H$ and $E$ are energies while $c$ and $q$ are pure numbers, so $f$ has the dimension of an inverse energy.
- Moving the zero of energy changes $b$ and $E$ equally and leaves the eigenvector alone, so $f$ depends on $x=E-b$.
- Replacing $H$ and $E$ by $\lambda H$ and $\lambda E$, with real $\lambda\neq0$, also leaves the eigenvector alone. Since $s_b$ becomes $\lambda s_b$, we need $\lambda f(\lambda x)=f(x)$, whose solution is $f(x)=\kappa/x$ with a pure number $\kappa$.

The $Q$ states act back on $P$ through $H_{PQ}$. Their effect must therefore be

$$\kappa\sum_b\frac{H_{PQ}u_bu_b^\dagger H_{QP}}{E-b}=\kappa\,H_{PQ}(E-H_{QQ})^{-1}H_{QP}.$$

The elimination below gives $\kappa=1$. A number such as $E$ standing beside a matrix means that number times the unit matrix. The algebra holds in atomic units or any other energy unit.

## 2. Eliminating the Q part

Written in blocks, $H\psi=E\psi$ reads

$$H_{PP}c+H_{PQ}q=Ec,\qquad H_{QP}c+H_{QQ}q=Eq. \tag{1}$$

Assume that $E$ is not an eigenvalue of $H_{QQ}$, so that $E-H_{QQ}$ has an inverse. The second equation is $(E-H_{QQ})q=H_{QP}c$, hence

$$q=(E-H_{QQ})^{-1}H_{QP}c. \tag{2}$$

Comparison with Section 1 shows that $\kappa=1$. Inserting (2) into the first equation gives

$$H_{\rm eff}(E)\,c=Ec,\qquad H_{\rm eff}(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}. \tag{3}$$

For real $E$ this $d\times d$ matrix is Hermitian, because $H_{PQ}=H_{QP}^\dagger$ and the inverse is Hermitian.

## 3. The eigenvalues are exact

**Statement.** If $E$ is not an eigenvalue of $H_{QQ}$, then $E$ is an eigenvalue of $H$ if and only if it is an eigenvalue of $H_{\rm eff}(E)$, with the same multiplicity.

*From $H$ to $H_{\rm eff}$.* Let $(c,q)\neq0$ solve (1). Then (3) holds. The vector $c$ is not zero, since $c=0$ in (2) would give $q=0$ as well. So $c$ is an eigenvector of $H_{\rm eff}(E)$ with eigenvalue $E$.

*From $H_{\rm eff}$ to $H$.* Let $c\neq0$ solve (3), and define $q$ by (2). Multiplying (2) by $E-H_{QQ}$ returns the second equation of (1), and (3) is then the first.

*Multiplicity.* The map $c\mapsto(c,q)$ is linear, it loses no information because $c$ can be read off, and it reaches every solution of (1). The two solution spaces therefore have equal dimension. $\square$

No coupling was assumed small. The price is that (3) is not an ordinary eigenvalue problem: the matrix contains the energy being sought. We must compute the eigenvalues of $H_{\rm eff}(E)$ as functions of $E$,

$$\varepsilon_1(E)\le\varepsilon_2(E)\le\dots\le\varepsilon_d(E),$$

and find where one of these branches meets the line $y=E$.

**Two states.** With $H_{PP}=a$, $H_{QQ}=b$ and $H_{PQ}=v\neq0$, equation (3) is $E=a+|v|^2/(E-b)$, or $(E-a)(E-b)=|v|^2$. This is the characteristic equation of the $2\times2$ matrix, and one function of $E$ yields both levels. For $|v|\ll|a-b|$, setting $E\approx a$ in the denominator gives the second-order energy $a+|v|^2/(a-b)$. For $a=b$ that replacement fails, whereas the full equation gives $E=a\pm|v|$. The exact equation thus copes with degeneracy, but the replacement of $E$ by an unperturbed energy does not. As the condition $|v|\ll|a-b|$ shows, what counts is the size of a denominator compared with the coupling. If that replacement is to be used, $P$ should be chosen so that no denominator $E-b$ is small compared with the coupling of $u_b$ to $P$. Here $b$ is an eigenvalue of $H_{QQ}$, which coupling within $Q$ can move far from the diagonal elements.

## 4. Eigenvalues that can be missed

The assumption about $E$ matters. Suppose an eigenvector of $H$ has $c=0$. Then (1) becomes $H_{PQ}q=0$ and $H_{QQ}q=Eq$. Its energy is an eigenvalue of $H_{QQ}$, where (3) is not defined, and no equation for $c$ can reveal a state without a $P$ part. Symmetry readily produces such states.

To see this in $H_{\rm eff}$, define the coupling vectors $g_b=H_{PQ}u_b$. Then

$$H_{\rm eff}(E)=H_{PP}+\sum_b\frac{g_bg_b^\dagger}{E-b}. \tag{4}$$

Within a degenerate eigenspace of $H_{QQ}$, choose the $u_b$ so that some of them span the vectors annihilated by $H_{PQ}$ and the rest are orthogonal to these. Every state with $c=0$ is then a combination of $u_b$ with $g_b=0$. If $g_b=0$, the term is absent and contributes no pole. Such a $u_b$ is itself an eigenvector of $H$. It can be split off, and Section 3 can be applied to the remaining matrix. From here on, "pole" means an eigenvalue $b$ with at least one nonzero $g_b$.

An eigenvalue of $H$ whose eigenvector has $c\neq0$ may also coincide with a true pole, which requires $d\ge2$. Projecting the second equation of (1) on $u_b$ at $E=b$ gives $g_b^\dagger c=0$, which a nonzero $c$ can satisfy if $P$ has room for it. That coincidence has to be examined separately.

## 5. The branches decrease between poles

Take $E_1<E_2$ with no pole between them or at either point. For each term of (4),

$$\frac1{E_1-b}-\frac1{E_2-b}=\frac{(E_2-b)-(E_1-b)}{(E_1-b)(E_2-b)}=\frac{E_2-E_1}{(E_1-b)(E_2-b)}.$$

Both factors in the denominator have the same sign, because $b$ does not lie between $E_1$ and $E_2$. The fraction is positive. For any $c$ in $P$,

$$c^\dagger\big[H_{\rm eff}(E_1)-H_{\rm eff}(E_2)\big]c=(E_2-E_1)\sum_b\frac{|g_b^\dagger c|^2}{(E_1-b)(E_2-b)}\ge0. \tag{5}$$

To pass from expectation values to eigenvalues, use the min-max principle,

$$\varepsilon_k(E)=\min_{\dim S=k}\ \max_{c\in S,\ \|c\|=1}c^\dagger H_{\rm eff}(E)c,$$

where $S$ runs over the $k$-dimensional subspaces of $P$. By (5), every expectation value at $E_1$ is at least as large as at $E_2$. The same holds for each maximum, and then for the minimum over $S$. Hence $\varepsilon_k(E_1)\ge\varepsilon_k(E_2)$.

**When the decrease is strict.** The sum in (5) vanishes only if $g_b^\dagger c=u_b^\dagger H_{QP}c=0$ for all $b$, and since the $u_b$ span $Q$, this means $H_{QP}c=0$. Suppose no nonzero $c$ has this property. Then the Hermitian matrix in (5) has a smallest eigenvalue $\mu>0$, every expectation value drops by at least $\mu$, and $\varepsilon_k(E_1)\ge\varepsilon_k(E_2)+\mu$. All branches decrease strictly.

Without this condition strictness can fail. If $c$ is an eigenvector of $H_{PP}$ and $H_{QP}c=0$, then $H_{\rm eff}(E)c=H_{PP}c$ at every $E$, and its eigenvalue is constant.

**Number of crossings.** Even for a constant branch, $\varepsilon_k(E)-E$ decreases strictly, because $-E$ does. Each branch meets $y=E$ at most once between neighbouring poles, so an interval holds at most $d$ crossings. A root search can treat each branch in each interval separately.

## 6. The slope measures the weight in Q

Let $\varepsilon(E)$ be a nondegenerate branch with normalized eigenvector $c(E)$. Differentiating $\varepsilon=c^\dagger H_{\rm eff}c$ gives

$$\frac{d\varepsilon}{dE}=c^\dagger\frac{dH_{\rm eff}}{dE}c+\varepsilon\frac{d(c^\dagger c)}{dE}=c^\dagger\frac{dH_{\rm eff}}{dE}c,$$

since $c^\dagger c=1$. The derivative of $1/(E-b)$ is $-1/(E-b)^2$, so with $q$ from (2)

$$\frac{d\varepsilon}{dE}=-c^\dagger H_{PQ}(E-H_{QQ})^{-2}H_{QP}c=-\|q\|^2. \tag{6}$$

At a crossing, $(c,q)$ is an eigenvector of $H$ with squared norm $1+\|q\|^2$. The fraction of it that lies in $P$ is

$$w_P=\frac1{1+\|q\|^2}=\frac1{1-d\varepsilon/dE}. \tag{7}$$

A flat crossing belongs to a state that lives mostly in $P$, and a steep one to a state that lives mostly in $Q$.

## 7. What happens at a pole

Let $b$ be a nondegenerate eigenvalue of $H_{QQ}$ with $g_b\neq0$, and put $\delta=E-b$ and $W=\|g_b\|^2$. In a basis of $P$ whose first vector is $g_b/\|g_b\|$,

$$H_{\rm eff}=\begin{pmatrix}W/\delta+\alpha & v^\dagger\\ v & M\end{pmatrix},$$

where $\alpha$, $v$ and $M$ stay finite as $\delta\to0$. One eigenvalue behaves as $W/\delta$. It falls to $-\infty$ on the left of the pole and comes from $+\infty$ on the right.

For an eigenvalue $\varepsilon$ that stays finite, eliminate the first component as in Section 2. This leaves the matrix $M+vv^\dagger/(\varepsilon-\alpha-W/\delta)$, which tends to $M$. The other $d-1$ eigenvalues thus approach the same limits from both sides. They continue through the pole, but their labels shift: $\varepsilon_2$ on the left becomes $\varepsilon_1$ on the right, and so on. The monotonic decrease therefore holds for the ordered branches between poles, and not across them.

**Counting levels.** Let $E$ avoid the eigenvalues of $H_{QQ}$, set $R=(H_{QQ}-E)^{-1}$, and let

$$L=\begin{pmatrix}1&-H_{PQ}R\\0&1\end{pmatrix}.$$

In $L(H-E)$ the upper right block is $H_{PQ}-H_{PQ}R(H_{QQ}-E)=0$. The upper left block is $H_{PP}-E-H_{PQ}RH_{QP}=H_{\rm eff}(E)-E$, because $-R=(E-H_{QQ})^{-1}$. Multiplying by $L^\dagger$ from the right removes the lower left block in the same way:

$$L(H-E)L^\dagger=\begin{pmatrix}H_{\rm eff}(E)-E&0\\0&H_{QQ}-E\end{pmatrix}.$$

Since $L$ is invertible, Sylvester's law of inertia says that both sides have equally many negative eigenvalues. The number of levels of $H$ below $E$ is the number of branches lying below the line at $E$, plus the number of eigenvalues of $H_{QQ}$ below $E$.

## 8. Worked example: stretched H$_2$

Take H$_2$ at a distance of 1.5 angstrom in the 6-31G basis, with restricted Hartree-Fock orbitals. Two basis functions on each atom give two even ($g$) and two odd ($u$) orbitals. One spin-up and one spin-down electron in four orbitals make $4\times4=16$ determinants. Energies include the nuclear repulsion. "Exact" here means exact for this $16\times16$ matrix; the basis-set error, nuclear motion and relativity are left out. The basis-set error is much larger than the digits shown below. In aug-cc-pVTZ the ground state lies 0.35 eV lower and the lowest triplet 0.18 eV lower. The second even singlet lies 3.8 eV lower, and its weight in $\sigma_g^2$ and $\sigma_u^2$ (with $\sigma_u$ the lowest odd orbital) falls from 0.97 to 0.02. In 6-31G every even singlet above the ground state lies above the energy of H$_2^+$ in the same basis, $-15.453$ eV, so these levels belong to the matrix and are not bound states of the molecule.

Let $P$ hold the closed-shell determinants $\sigma_g^2$ and $\sigma_u^2$. In eV,

$$H_{PP}=\begin{pmatrix}-27.143&3.843\\3.843&-15.457\end{pmatrix}.$$

**Missed levels.** Both $P$ states are even singlets. The 16 determinants combine into 6 triplet and 10 singlet states. Four of the singlets have one electron in an even and one in an odd orbital and are odd overall. The $6+4=10$ triplet and odd states do not couple to $P$, and their energies are missed. The lowest of them, at $-26.066$ eV, lies between the two lowest levels found below. The choice of $P$ thus decides which symmetries can be seen.

**Crossings.** The six even singlets remain: two in $P$ and four in $Q$. Diagonalizing $H_{QQ}$ gives poles at 0.029, 13.477, 27.656 and 39.620 eV. The smallest singular value of $H_{QP}$ is 3.97 eV, so $H_{QP}c\neq0$ for every nonzero $c$, and both branches decrease strictly. A bracketing root search for each branch in each interval gives the crossings below. Interval 1 lies below the first pole, and the slopes are central differences.

| $E$ (eV) | interval | branch | slope | $w_P$ |
|---:|:---:|:---:|---:|---:|
| $-28.690$ | 1 | 1 | $-0.0112$ | 0.9889 |
| $-15.004$ | 1 | 2 | $-0.0323$ | 0.9687 |
| 0.652 | 2 | 2 | $-29.3$ | 0.0330 |
| 13.594 | 3 | 2 | $-331$ | 0.0030 |
| 27.683 | 4 | 2 | $-1578$ | 0.0006 |
| 39.945 | 5 | 2 | $-175$ | 0.0057 |

Direct diagonalization of the full matrix gives the same six energies. The ground state is at $-28.690$ eV, or $-1.0543$ hartree. For it, (7) gives $w_P=1/(1+0.0112)=0.989$. A $2\times2$ matrix has produced six levels, four of them with little weight in $P$. The six weights add up to 2.000, as they must: summed over all eigenvectors, the weight in $P$ is the trace of the projector on $P$, which is 2, and the missed states contribute nothing.

**Across the first pole.** Its strength is $W=12.488$ eV$^2$. At a distance of 0.01 eV the divergent term is $\pm12.488/0.01=\pm1248.8$ eV. The branches there are

- $-1270.4$ and $-21.88$ eV on the left,
- $-21.95$ and $1227.3$ eV on the right.

The finite branch passes through and changes its label from 2 to 1. On the right, at $E=0.039$ eV, one branch lies below the line and one pole has been passed. The counting rule gives $1+1=2$ even singlets below this energy, in agreement with the table.

**The ground state by iteration.** Insert a trial energy into the lowest branch and repeat, $E_{n+1}=\varepsilon_1(E_n)$. Below the first pole the branch decreases, so a trial energy above the root gives a value below it, and the reverse. Successive values enclose the exact energy. They also stay below the pole: there every term of the sum in (4) is negative or zero, so $\varepsilon_1(E)$ cannot exceed the lowest eigenvalue of $H_{PP}$, which is $-28.294$ eV. Starting from that value, the errors relative to the exact root are

| $n$ | $E_n-E$ (eV) |
|:---:|---:|
| 0 | $3.96\times10^{-1}$ |
| 1 | $-4.49\times10^{-3}$ |
| 2 | $5.03\times10^{-5}$ |
| 3 | $-5.62\times10^{-7}$ |

Close to the root, $\varepsilon_1(E_n)\approx E+(d\varepsilon_1/dE)(E_n-E)$, so each step multiplies the error by the slope. The last two entries have the ratio $-0.0112$, which is the slope in the first table. By (7), $|d\varepsilon/dE|=(1-w_P)/w_P$. The iteration therefore converges from a nearby start if $w_P>1/2$, and moves away from the root if $w_P<1/2$. For the four upper levels a bracketing search is the safer method.

**One energy does not serve all states.** At the ground-state energy, in eV,

$$H_{\rm eff}(-28.690)=\begin{pmatrix}-27.469&3.941\\3.941&-15.971\end{pmatrix}.$$

The mean of the diagonal elements is $-21.720$ and half their difference is 5.749, so the eigenvalues are

$$-21.720\pm\sqrt{5.749^2+3.941^2}=-21.720\pm6.970 .$$

The lower one, $-28.690$ eV, is the ground state. The upper one, $-14.751$ eV after rounding from unrounded elements, is not a level of $H$. The nearest level is at $-15.004$ eV, lower by 0.254 eV. It is obtained when $H_{\rm eff}$ is evaluated at $-15.004$ eV itself. In general each exact level needs the effective Hamiltonian at its own energy, and eigenvectors $c$ taken at different energies belong to different matrices, so they need not be orthogonal.
